# Spinor versus spin-adapted CCSD: operation-count ratio and first finite-size correction

## Definitions and conventions

A closed-shell system has $O$ occupied and $V$ virtual spatial orbitals, hence $2O$ occupied and $2V$ virtual spinors. Indices $i,j,m,n$ are occupied and $a,b,e,f$ virtual. Integrals are $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, in atomic units. The amplitudes are $t_i^a$ and $t_{ij}^{ab}$, the latter antisymmetric in $ij$ and in $ab$, and

$$\tau_{ij}^{ab}=t_{ij}^{ab}+t_i^at_j^b-t_i^bt_j^a .$$

The operator $P(ab)$ subtracts from an expression the same expression with $a$ and $b$ exchanged.

The cost is the number of real multiplications in one CCSD iteration, restricted to contractions running over six orbital indices ("sixth order"). Both methods use the same factorization of the equations, and point-group symmetry is not exploited. Memory traffic and the number of iterations lie outside the count, so the result is a ratio of work and not of run times.

The time-reversal operator $K$ is antiunitary. Spinors come in Kramers pairs with $K\phi_p=\phi_{\bar p}$ and $K\phi_{\bar p}=-\phi_p$, so $K^2=-1$ for one electron. For any spinor I write $K\phi_p=s_p\phi_{\bar p}$ with $s_p=\pm1$ and $s_ps_{\bar p}=-1$.

## Which contractions count

Two four-index arrays sharing $k$ indices involve $8-k$ different indices and give a result with $8-2k$ indices. A four-index result therefore has $k=2$ and costs sixth order. Contracting $t_i^a$ with a four-index array over one index costs fifth order, as do the two-index intermediates, for which $k=3$.

In the standard CCSD doubles equations the sixth-order work is then

$$\tfrac12\sum_{ef}\langle ab||ef\rangle\tau_{ij}^{ef},\qquad
\tfrac12\sum_{mn}\tau_{mn}^{ab}W_{mnij},\qquad
-P(ab)\sum_m t_m^bZ_{amij},\qquad
P(ij)P(ab)\sum_{me}t_{im}^{ae}W_{mbej},$$

where three intermediates contain sixth-order products themselves:

$$W_{mnij}=\dots+\tfrac12\sum_{ef}\langle mn||ef\rangle\tau_{ij}^{ef},\quad
Z_{amij}=\tfrac12\sum_{ef}\langle am||ef\rangle\tau_{ij}^{ef},\quad
W_{mbej}=\dots-\tfrac12\sum_{nf}\langle mn||ef\rangle t_{jn}^{fb}.$$

The dots stand for integrals and terms of lower order. The final contraction of $Z$ with $t_m^b$ is of fifth order. The whole quadratic hole-ladder term sits in $W_{mnij}$, so no second copy appears with $\langle ab||ef\rangle$.

Each product is a matrix product in which a pair of indices is one row or column label. Because the arrays are antisymmetric, $\frac12\sum_{ef}=\sum_{e<f}$.

## The dense spinor count

The numbers of pairs are

$$N_{vv}=\frac{2V(2V-1)}2=V(2V-1),\qquad N_{oo}=O(2O-1),\qquad N_{ov}=4OV .$$

A product of an $r\times k$ and a $k\times c$ matrix needs $rkc$ multiplications. The particle ladder gives $N_{vv}^2N_{oo}$, the two hole-ladder products $2N_{vv}N_{oo}^2$, the product for $Z$ gives $N_{ov}N_{vv}N_{oo}$, and the two ring products $2N_{ov}^3$. If every number were real, the total would be

$$D=N_{vv}^2N_{oo}+2N_{vv}N_{oo}^2+N_{ov}N_{vv}N_{oo}+2N_{ov}^3 .$$

With $N_{vv}\simeq2V^2$ and $N_{oo}\simeq2O^2$, the leading part is

$$D_6=8O^2V^4+16O^4V^2+(16+128)O^3V^3 .$$

## The spin-adapted count

Without spin-orbit coupling the Hamiltonian commutes with the total spin. Matrices between two-electron states are then diagonal in $S$ and $M_S$ and independent of $M_S$. An antisymmetric pair is either a spin singlet with a symmetric spatial part or a triplet with an antisymmetric one. The numbers of spatial functions are

$$v_\pm=\frac{V(V\pm1)}2,\qquad o_\pm=\frac{O(O\pm1)}2,$$

with the plus sign for the singlet. As a check, $v_++3v_-=2V^2-V=N_{vv}$. The three triplet blocks are equal, so one singlet and one triplet product suffice.

The ring matrices behave in the same way. Let $t=t_{im}^{ae}$ and $t^x=t_{im}^{ea}$ be spatial amplitudes for opposite spins. The spinor amplitude is $t$ when $i,a$ share a spin and $m,e$ share a spin, minus $t^x$ when $i,e$ share a spin and $m,a$ share a spin. With row $(ia)$ and column $(me)$,

$$(\alpha\alpha,\alpha\alpha)=t-t^x,\qquad(\alpha\alpha,\beta\beta)=t,\qquad(\alpha\beta,\beta\alpha)=-t^x .$$

The combinations $(\alpha\alpha\pm\beta\beta)/\sqrt2$ have diagonal elements $(t-t^x)\pm t$, that is $2t-t^x$ and $-t^x$. The second equals the spin-flip element, so there is again one singlet block and a threefold triplet block. The matrices $\langle mb||ej\rangle$ and $\langle mn||ef\rangle$ have the same direct-minus-exchange form. Each ring product thus costs $2(OV)^3$.

The spin-adapted total is

$$A=\sum_{\pm}\left(v_\pm^2o_\pm+2v_\pm o_\pm^2+OV\,v_\pm o_\pm\right)+4O^3V^3 .$$

The sums are elementary. In the first,

$$\sum_\pm v_\pm^2o_\pm=\frac{OV^2}8\sum_\pm(V\pm1)^2(O\pm1)=\frac{OV^2}4\,(OV^2+O+2V),$$

because terms odd in the sign cancel. Exchanging $O$ and $V$ and doubling gives the hole ladder, $\frac{O^2V}2(O^2V+V+2O)$. The last sum is $\frac{O^2V^2}4\sum_\pm(V\pm1)(O\pm1)=\frac{O^2V^2}2(OV+1)$. Collecting powers, $A=A_6+A_4$ with

$$A_6=\tfrac14O^2V^4+\tfrac92O^3V^3+\tfrac12O^4V^2,\qquad
A_4=\tfrac12OV^3+\tfrac54O^2V^2+O^3V .$$

There is no part of degree five.

## Leading ratio: lost spin blocks

Comparing coefficients, $8/\frac14=144/\frac92=16/\frac12=32$. Therefore $D_6/A_6=32$ for every $V/O$, provided both $O$ and $V$ are large.

The common value has a simple origin. Each pair label carries four spin functions. A dense product combines four row, four inner and four column functions, which is $4^3=64$ block products. The adapted calculation does two blocks of the same leading size, and $64/2=32$.

The reference matters. If the closed-shell particle ladder uses only the symmetry of its result under the simultaneous exchange $(i,a)\leftrightarrow(j,b)$, it costs $\frac12O^2V^4$ instead of $\frac14O^2V^4$, and the ratio for that term is 16.

## Complex arithmetic

Spin-orbit coupling makes the spinor matrices complex in general. From

$$(X+iY)(X'+iY')=XX'-YY'+i(XY'+YX')$$

one complex matrix product needs four real ones, and the ratio becomes $4\times32=128$. Three real products suffice if one forms $XX'$, $YY'$ and $(X+Y)(X'+Y')$: the last minus the first two is $XY'+YX'$. The additional matrix additions are of lower order. This gives $3\times32=96$.

## Time reversal, used in two ways

Let the Hamiltonian and the reference determinant be invariant under $K$. Antiunitarity gives $\langle Kx|H|Ky\rangle=\langle x|H|y\rangle^*$, so

$$\langle pq||rs\rangle^*=s_ps_qs_rs_s\langle\bar p\bar q||\bar r\bar s\rangle .$$

Starting from zero amplitudes, every CCSD update is built from such integrals and preserves the same relation for the amplitudes.

The first use is to skip rows. If $x=(p,q)$ is a row label and $\bar x=(\bar p,\bar q)$ its partner, row $\bar x$ of a product follows from row $x$ by conjugation and signs. Half of the complex work remains, and the leading ratio is 64. The $V$ virtual pairs $(a,\bar a)$ and the $O$ occupied pairs $(i,\bar\imath)$ are their own partners, so their rows cannot be skipped as whole rows. Within such a row the element in column $\bar y$ still follows from the element in column $y$ by conjugation and a sign; the count below does not use this.

The second use removes complex arithmetic. On a pair, $K$ acts on both members, so

$$K^2=(-1)(-1)=+1 .$$

Write $Kx=\sigma\bar x$ with $\sigma=\pm1$; then $K(\sigma\bar x)=K^2x=x$. The functions

$$u_1=\frac{x+\sigma\bar x}{\sqrt2},\qquad u_2=\frac{i(x-\sigma\bar x)}{\sqrt2}$$

are both invariant. For $u_1$ the two terms change places. For $u_2$ antiunitarity turns $i$ into $-i$, so $Ku_2=-i(\sigma\bar x-x)/\sqrt2=u_2$. A self-paired function is already invariant: $K|a\bar a\rangle=-|\bar aa\rangle=|a\bar a\rangle$.

Let $\Theta$ be the real signed permutation that represents $K$ on pair labels. It is orthogonal and $\Theta^2=1$, so $\Theta^T=\Theta$. An invariant matrix obeys $\Theta M^*\Theta=M$. The columns of $U$, being invariant, obey $\Theta U^*=U$, hence $U^*=\Theta U$ and $U^T=U^\dagger\Theta$. For $\tilde M=U^\dagger MU$,

$$\tilde M^*=U^TM^*U^*=U^\dagger\Theta M^*\Theta U=U^\dagger MU=\tilde M .$$

So $\tilde M$ is real. For rectangular matrices the row and column spaces each have their own $\Theta$ and $U$, and the argument is unchanged. Since $UU^\dagger=1$ on the inner label, products are preserved. Each new row or column combines at most two old ones, so the transformation costs a number of operations proportional to the matrix size, which is of lower order. All sixth-order products become real and the ratio returns to 32.

The step needs an even number of spinor indices in the label. For a single spinor, $Ku=u$ would imply $u=K^2u=-u$, hence $u=0$. The argument also fails when a magnetic field or a symmetry-broken reference removes time-reversal invariance; if the matrices are then complex and have no spin blocks, the leading ratio is 128, or 96 with three products.

## First correction in the size

The dense terms expand as

$$N_{vv}^2N_{oo}=OV^2(4V^2-4V+1)(2O-1)=8O^2V^4-4OV^4-8O^2V^3+\dots$$

$$2N_{vv}N_{oo}^2=2O^2V(2V-1)(4O^2-4O+1)=16O^4V^2-16O^3V^2-8O^4V+\dots$$

$$N_{ov}N_{vv}N_{oo}=4O^2V^2(2V-1)(2O-1)=16O^3V^3-8O^2V^3-8O^3V^2+\dots$$

The rings have no correction. The degree-five part is

$$D_5=-\left(4OV^4+16O^2V^3+24O^3V^2+8O^4V\right).$$

Because $A$ has no such part, the first correction to $D/A$ is $D_5/A_6$. With $x=V/O$, division of numerator and denominator by common powers gives

$$\frac DA=32-\frac{16}{O}\,\frac{x^3+4x^2+6x+2}{x(x^2+18x+2)}+\dots$$

where the remainder is of second order in $1/O$ at fixed $x$. The correction is negative because antisymmetry removes a fraction $1/(2V)$ or $1/(2O)$ of the dense pairs, whereas in the adapted count the singlet surplus and the triplet deficit cancel at this order. For complex arithmetic the whole expression is multiplied by 4 or by 3.

When half the rows are computed, the factor is 2, but self-paired rows add $2(VN_{vv}N_{oo}+ON_{vv}N_{oo}+VN_{oo}^2)$ multiplications. Using $N_{vv}N_{oo}\simeq4O^2V^2$ and $N_{oo}^2\simeq4O^4$, this is $8(O^2V^3+O^3V^2+O^4V)$ at leading order. The ratio becomes

$$64-\frac{32}{O}\,\frac{x^3+4x^2+6x+2}{x(x^2+18x+2)}+\frac{32}{O}\,\frac{x^2+x+1}{x(x^2+18x+2)}+\dots$$

The last term comes from skipping whole rows only. If the partner columns inside self-paired rows are skipped as well, the extra work has degree four, that term drops out at this order, and the ratio for $O=5$, $V=8$ is 60.37 instead of 60.83.

These corrections belong to the listed products. The omitted fifth-order work is itself smaller by one power of the size, so it can change the ratio of complete iterations at the same relative order. The factorization matters here too: one may dress $\langle ab||ef\rangle$ with $t_m^b$ explicitly, at fifth-order cost, and avoid the product for $Z$. The leading 32 survives, but the correction changes.

## A second limit: larger basis, fixed electron number

Enlarging the basis of one molecule sends $V\to\infty$ at fixed $O$. The particle ladder then dominates. Changing the pair basis of $\langle ab||ef\rangle$ also scales as $V^4$, but the integrals are fixed, so this is done once and stays outside the iteration. Since $N_{vv}^2\to4V^4$, $v_\pm^2\to V^4/4$ and $o_++o_-=O^2$,

$$\frac DA\to\frac{4V^4\,O(2O-1)}{V^4O^2/4}=32-\frac{16}O .$$

This agrees with the $x\to\infty$ limit of the first correction. A larger basis alone therefore does not bring the ratio to 32. For $O=1$ the limit is 16: the occupied pair is one singlet, and there is no triplet block to compute.

## Water as a worked case

The example is H$_2$O with bonds of 0.96 angstrom, an angle of 104.5 degrees and all electrons correlated in the 6-31G basis, so $O=5$ and $V=8$. An oblique field of 1 V/angstrom removes the spatial symmetry. The one-electron nuclear spin-orbit term is enlarged a hundredfold to make spin mixing strong, and two-electron spin-orbit terms are omitted. This is a model Hamiltonian and not a prediction for water.

Without spin-orbit coupling, the two-block scheme gives a correlation energy of $-3.672441$ eV, the same as an independent closed-shell CCSD calculation. The digits serve only this comparison. The value is far from converged in the basis and becomes $-5.79$ eV in cc-pVDZ and $-7.63$ eV in cc-pVTZ. With coupling, the energy is $-3.594083$ eV, and the two-block products put an error of $3.2\times10^{-3}$ into the updated amplitudes. Without coupling, the program's rule for the spinor phases gives real spin-up and spin-down orbitals, for which the two-block products are exact. The error therefore comes from the coupling, which destroys the spin blocks, although its size depends on the phases. With the spinor phases chosen in the program, the norm of the imaginary part of $\langle ab||ef\rangle$ is 0.112 of the full norm; this share changes with the phases and is not a physical quantity. In the invariant pair basis the largest imaginary element of any multiplied matrix is $5.9\times10^{-15}$, which is rounding noise, and the real products reproduce the complex update. The program counts only the listed contractions. For brevity it changes the pair basis and rebuilds skipped rows with dense matrices, and this work is left out of its count; an efficient code would exploit that these matrices are sparse, which makes the work of lower order.

The pair numbers are $N_{oo}=45$, $N_{vv}=120$ and $N_{ov}=160$, so

$$D=648000+486000+864000+8192000=10190000 .$$

The adapted count is $A=333600+4280=337880$, and $D/A=30.16$. For the first correction, $x=1.6$ and

$$32-\frac{16}5\,\frac{25.94}{53.38}=30.45 .$$

The remaining difference is of higher order. Ordinary complex arithmetic gives 120.63, three products 90.48, and half the rows 60.83.

For cc-pVTZ, $V=53$ and $x=10.6$. The closed forms, evaluated without a CCSD run in this basis, give $D/A=30.23$; the first correction predicts $32-1.69=30.31$. The two ratios are nearly equal although $V$ has grown more than sixfold, but the ratio is not constant between them. At $O=5$ the closed forms rise to a maximum of 30.49 at $V=20$ and then fall slowly towards the limit for an unlimited basis, $32-16/5=28.8$. The corresponding cc-pVTZ ratio with ordinary complex arithmetic is 120.94. The remaining counts are in the numerical output.

## Values computed for the example and the checks

```
O-H distance: 0.96 angstrom; angle: 104.5 degrees
electric field along (1,1,1): 1.00 V/angstrom
spin-orbit enlargement: 100 (no unit)
6-31G orbitals: O = 5, V = 8
spinor pairs: oo = 45, vv = 120, ov = 160
singlet/triplet vv pairs: 36, 28 (per triplet component)
spin-free correlation energy, this code: -3.672441 eV
same, closed-shell program: -3.672441 eV
spin-orbit correlation energy: -3.594083 eV
adapted-routine amplitude error, spin-free: 1.9e-17
adapted-routine amplitude error, spin-orbit: 3.2e-03
imaginary norm share of <ab||ef>: 0.1120
largest imaginary part in invariant basis: 5.9e-15 hartree or amplitude unit
6-31G multiplications, spin-adapted: 337880
6-31G complex, four products: 40760000 multiplications, ratio 120.63, error 0.0e+00
6-31G complex, three products: 30570000 multiplications, ratio 90.48, error 1.3e-17
6-31G time reversal, half rows: 20552800 multiplications, ratio 60.83, error 4.7e-17
6-31G time reversal, real pairs: 10190000 multiplications, ratio 30.16, error 2.1e-17
cc-pVTZ orbitals: O = 5, V = 53
cc-pVTZ multiplications, spin-adapted: 1.3440e+08
cc-pVTZ complex, four products: 1.6255e+10 multiplications, ratio 120.94
cc-pVTZ complex, three products: 1.2191e+10 multiplications, ratio 90.70
cc-pVTZ time reversal, half rows: 8.1565e+09 multiplications, ratio 60.69
cc-pVTZ time reversal, real pairs: 4.0636e+09 multiplications, ratio 30.23
large-size ratio, complex, four products: 128
large-size ratio, complex, three products: 96
large-size ratio, time reversal, half rows: 64
large-size ratio, time reversal, real pairs: 32
coefficient of O^2 V^4: spinor 8, adapted 1/4, ratio 32
coefficient of O^3 V^3: spinor 144, adapted 9/2, ratio 32
coefficient of O^4 V^2: spinor 16, adapted 1/2, ratio 32
```
